# Depinning a Domain Wall from an Abrupt Track Opening: a program that tests the result

```python
# Result under test: a domain wall held at the abrupt (90 degree) opening of a
# perpendicularly magnetized track escapes at B_dep = sigma / (Ms * w).
# sigma: wall energy per area, Ms: saturation magnetization, w: track width,
# B: applied flux density along the reversed domain, R: radius of the wall arc.
# Further inputs (thickness, exchange, temperature, attempt rate) are rough
# typical values, used only to size the effects that the formula neglects.
import numpy as np
from scipy.constants import k as k_B, mu_0
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import splu

sigma, Ms, w = 12e-3, 8e5, 100e-9
thickness, exchange, temperature = 1e-9, 15e-12, 300.0
attempt_rate, waiting_time = 1e9, 1.0
B_dep = sigma / (Ms * w)

# --- Free minimization of a polygonal wall with its ends held at the corners
B_test = 0.120
R_test = sigma / (2 * Ms * B_test)
bulge_formula = R_test - np.sqrt(R_test**2 - w**2 / 4)
segments = 40
dy = 1.0 / segments


def polygon_energy(inner):
    x = np.concatenate(([0.0], inner, [0.0]))
    length = np.sum(np.hypot(np.diff(x), dy))
    area = np.sum((x[1:] + x[:-1]) / 2) * dy
    return length - 2 * Ms * B_test * w / sigma * area


fit = minimize(polygon_energy, np.zeros(segments - 1), method="BFGS")
bulge_polygon = fit.x[segments // 2 - 1] * w
assert abs(bulge_polygon / bulge_formula - 1) < 0.01  # finite segments


# --- Escape path: arcs on the corners (u < 1), then growing semicircles (u > 1)
def length_and_area(u):
    half_chord, height = max(1.0, u) * w / 2, u * w / 2
    radius = (height**2 + half_chord**2) / (2 * height)
    half_angle = 2 * np.arctan(height / half_chord)
    angle = np.linspace(-half_angle, half_angle, 2001)
    x = radius * np.cos(angle) - (radius - height)
    y = radius * np.sin(angle)
    length = np.sum(np.hypot(np.diff(x), np.diff(y)))
    area = np.sum((x[1:] + x[:-1]) / 2 * np.diff(y))
    return length, area


u_path = np.arange(0.01, 2.0, 0.005)
L_path, A_path = np.array([length_and_area(u) for u in u_path]).T
B_needed = sigma / (2 * Ms) * np.diff(L_path) / np.diff(A_path)
peak = np.argmax(B_needed)
u_peak = (u_path[peak] + u_path[peak + 1]) / 2
assert abs(B_needed[peak] / B_dep - 1) < 0.005  # finite path steps
assert abs(u_peak - 1) < 0.02


# --- Thermal barrier between the held arc and the critical semicircle
def barrier(B):
    radius = sigma / (2 * Ms * B)
    phi = np.arcsin(w / (2 * radius))
    return thickness * sigma * radius * (
        np.pi / 2 - phi - np.sin(phi) * np.cos(phi))


E_path = thickness * (sigma * L_path - 2 * Ms * B_test * A_path)
low = np.argmin(np.where(u_path < 1, E_path, np.inf))
barrier_path = np.max(E_path[low:]) - E_path[low]
assert abs(barrier_path / barrier(B_test) - 1) < 0.01
kT = k_B * temperature
barrier_needed = kT * np.log(attempt_rate * waiting_time)
B_thermal = brentq(lambda B: barrier(B) - barrier_needed,
                   0.3 * B_dep, 0.9999 * B_dep)
assert B_thermal < B_dep

# --- Diffuse wall in the real opening; lengths in units of the wall parameter
K_eff = sigma**2 / (16 * exchange)
delta = np.sqrt(exchange / K_eff)
B_aniso = 2 * K_eff / Ms


def diffuse_escape_ratio(half_width, first_ratio):
    """Raise the field in steps of 1 % of the thin-wall value until escape."""
    dx, dt, track = 0.5, 0.5, 15.0
    pad = half_width + 12.0
    x = np.arange(-track + dx / 2, pad, dx)
    y = np.arange(dx / 2, pad, dx)  # upper half only, mirror line at y = 0
    X, Y = np.meshgrid(x, y, indexing="ij")
    inside = (X > 0) | (Y < half_width)
    number = -np.ones(X.shape, dtype=int)
    number[inside] = np.arange(inside.sum())
    n = int(inside.sum())
    first, second = [], []
    for a, b in ((number[:-1], number[1:]), (number[:, :-1], number[:, 1:])):
        both = (a >= 0) & (b >= 0)
        first.append(a[both])
        second.append(b[both])
    i, j = np.concatenate(first), np.concatenate(second)
    one = np.ones(len(i))
    laplacian = coo_matrix(
        (np.concatenate((one, one, -one, -one)),
         (np.concatenate((i, j, i, j)), np.concatenate((j, i, i, j)))),
        shape=(n, n)).tocsc() / dx**2
    solver = splu((identity(n, format="csc") - dt * laplacian).tocsc())
    theta = 2 * np.arctan(np.exp(X[inside] + 2.0))  # 0: reversed, pi: old
    probe = number[np.argmin(abs(x - half_width - 6.0)), 0]
    ratio = first_ratio
    while ratio < 1.3:
        field = ratio / half_width  # B / B_aniso; thin wall escapes at 1/half_width
        for _ in range(8000):
            force = -np.sin(theta) * (np.cos(theta) + field)
            new = solver.solve(theta + dt * force)
            change = np.max(np.abs(new - theta))
            theta = new
            if theta[probe] < np.pi / 2:
                return ratio
            if change < 1e-6:
                break
        ratio += 0.01
    return ratio


half_width = w / (2 * delta)
assert abs(B_aniso / half_width / B_dep - 1) < 1e-9
ratio_wide = diffuse_escape_ratio(half_width, 0.70)
ratio_narrow = diffuse_escape_ratio(half_width / 2, 0.50)
assert 0.75 < ratio_wide < 1.05   # wall is not infinitely thin
assert 0.50 < ratio_narrow        # held at the first field
assert abs(1 - ratio_wide) < abs(1 - ratio_narrow)  # thin-wall limit approached


# --- Stray field at the tip of the semicircle, smoothed over a length a
def stray_from_currents(a):
    R = w / 2
    arc = quad(lambda q: R**2 * (1 - np.cos(q))
               / (2 * R**2 * (1 - np.cos(q)) + a**2)**1.5, 0, np.pi / 2)[0]
    return mu_0 * 2 * Ms * thickness / (4 * np.pi) * 2 * arc


def stray_from_areas(a):
    # Dipoles summed along rays from the tip, including track and pad edges
    R = w / 2

    def ray(r):
        return r**2 / (r**2 + a**2)**1.5

    inner = quad(lambda q: ray(R / np.sin(q)), 1e-9, np.pi / 4)[0]
    outer = quad(lambda q: 2 * ray(2 * R * np.cos(q)) - ray(R / np.cos(q)),
                 np.pi / 4, np.pi / 2 - 1e-9, limit=200)[0]
    return mu_0 * Ms * thickness / (4 * np.pi) * 2 * (inner + outer)


stray = [stray_from_currents(a) for a in (delta, 2 * delta)]
for a, value in zip((delta, 2 * delta), stray):
    assert abs(stray_from_areas(a) / value - 1) < 1e-4
    assert 0 < value < 0.2 * B_dep

print(f"wall energy: {sigma*1e3:.1f} mJ/m2")
print(f"saturation magnetization: {Ms:.1e} A/m")
print(f"track width: {w*1e9:.0f} nm")
print(f"semicircle radius: {w/2*1e9:.0f} nm")
print(f"field pressure 2 Ms B at depinning: {2*Ms*B_dep/1e3:.1f} kJ/m3")
print(f"wall pressure sigma/R at semicircle: {sigma/(w/2)/1e3:.1f} kJ/m3")
print(f"depinning field, formula: {B_dep*1e3:.1f} mT")
print(f"depinning field, numerical path: {B_needed[peak]*1e3:.1f} mT")
print(f"bulge height / half width at peak: {u_peak:.3f}")
print(f"intermediate field: {B_test*1e3:.0f} mT")
print(f"arc radius at intermediate field: {R_test*1e9:.1f} nm")
print(f"bulge height there, formula: {bulge_formula*1e9:.2f} nm")
print(f"bulge height there, free polygon: {bulge_polygon*1e9:.2f} nm")
print(f"film thickness (rough): {thickness*1e9:.1f} nm")
print(f"exchange stiffness (rough): {exchange*1e12:.0f} pJ/m")
print(f"temperature: {temperature:.0f} K")
print(f"attempt rate (rough): {attempt_rate:.0e} 1/s")
print(f"waiting time: {waiting_time:.0f} s")
print(f"barrier at intermediate field, formula: {barrier(B_test)/kT:.1f} kT")
print(f"barrier there, numerical path: {barrier_path/kT:.1f} kT")
print(f"barrier for the waiting time: {barrier_needed/kT:.1f} kT")
print(f"thermally assisted depinning field: {B_thermal*1e3:.1f} mT")
print(f"effective anisotropy: {K_eff/1e6:.2f} MJ/m3")
print(f"wall width parameter: {delta*1e9:.2f} nm")
print(f"anisotropy field: {B_aniso*1e3:.0f} mT")
print(f"diffuse-wall escape / formula, {w*1e9:.0f} nm track: {ratio_wide:.2f}")
print(f"diffuse-wall escape field, {w*1e9:.0f} nm track: "
      f"{ratio_wide*B_dep*1e3:.0f} mT")
print(f"diffuse-wall escape / formula, {w/2*1e9:.0f} nm track: "
      f"{ratio_narrow:.2f}")
print("field step of diffuse-wall search / formula: 0.01")
print(f"outward stray field at tip, smoothing {delta*1e9:.0f} nm: "
      f"{stray[0]*1e3:.1f} mT")
print(f"outward stray field at tip, smoothing {2*delta*1e9:.0f} nm: "
      f"{stray[1]*1e3:.1f} mT")
print("all assertions hold")
```

Printed output:

```
wall energy: 12.0 mJ/m2
saturation magnetization: 8.0e+05 A/m
track width: 100 nm
semicircle radius: 50 nm
field pressure 2 Ms B at depinning: 240.0 kJ/m3
wall pressure sigma/R at semicircle: 240.0 kJ/m3
depinning field, formula: 150.0 mT
depinning field, numerical path: 150.0 mT
bulge height / half width at peak: 0.997
intermediate field: 120 mT
arc radius at intermediate field: 62.5 nm
bulge height there, formula: 25.00 nm
bulge height there, free polygon: 24.98 nm
film thickness (rough): 1.0 nm
exchange stiffness (rough): 15 pJ/m
temperature: 300 K
attempt rate (rough): 1e+09 1/s
waiting time: 1 s
barrier at intermediate field, formula: 29.6 kT
barrier there, numerical path: 29.6 kT
barrier for the waiting time: 20.7 kT
thermally assisted depinning field: 125.7 mT
effective anisotropy: 0.60 MJ/m3
wall width parameter: 5.00 nm
anisotropy field: 1500 mT
diffuse-wall escape / formula, 100 nm track: 0.93
diffuse-wall escape field, 100 nm track: 140 mT
diffuse-wall escape / formula, 50 nm track: 0.87
field step of diffuse-wall search / formula: 0.01
outward stray field at tip, smoothing 5 nm: 8.0 mT
outward stray field at tip, smoothing 10 nm: 5.8 mT
all assertions hold
```
